# A failing check and its repair

Subject: Piezoelectric Potential of a Zincblende Pyramid: from C4v to C2v.

```python
# Linear piezoelectric potential of a buried zincblende pyramid.
# Result under test (isotropic elasticity, uniform constants, base edges along <100>):
#   V = -K m/(2+m^2) sum_{p,q=+-1} p q [ m R_pq + f L ],  K = 3 e14 Lam/(4 pi eps)
# b: half base, h: height, m = h/b, R0 / R_pq: distance to apex / to corner (p b, q b, 0),
# f = m (p x + q y) - 2 (h - z), edge = b sqrt(2+m^2), S = R0 + R_pq,
# L = (b/edge) ln[(S+edge)/(S-edge)], Lam = misfit (1+nu)/(1-nu).
# V changes sign under a quarter turn about z and is kept by the diagonal mirrors,
# so it lowers C4v to C2v and splits the p-like pair of a confined electron.
# Lengths in nm, potentials in mV, energies in meV, charge densities in e/nm^3.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh

half_base, height = 8.0, 8.0
misfit, poisson, e14, eps_rel = 0.07, 1.0 / 3.0, 0.1, 12.0
mass_rel, depth = 0.1, 500.0
eps = eps_rel * sc.epsilon_0
Lam = misfit * (1 + poisson) / (1 - poisson)
K = 3 * e14 * Lam / (4 * np.pi * eps) * 1e-6          # mV per nm
to_e_nm3 = 1e-18 / sc.e                               # (C/m^2)/nm -> e/nm^3
hartree_meV = sc.physical_constants['Hartree energy in eV'][0] * 1e3
SIGNS = [(p, q) for p in (1, -1) for q in (1, -1)]


def edge_terms(x, y, z, b, h, p, q):
    m = h / b
    edge = b * np.sqrt(2 + m * m)
    r0 = np.sqrt(x**2 + y**2 + (z - h)**2)
    rc = np.sqrt((x - p * b)**2 + (y - q * b)**2 + z**2)
    f = m * (p * x + q * y) - 2 * (h - z)
    return m, edge, r0, rc, f


def potential(x, y, z, b=half_base, h=height):
    total = 0.0
    for p, q in SIGNS:
        m, edge, r0, rc, f = edge_terms(x, y, z, b, h, p, q)
        s = r0 + rc
        # on an edge f = 0 and f*L -> 0; the floor only avoids 0*inf
        gap = np.maximum(s - edge, 1e-14 * edge)
        total = total + p * q * (m * rc + f * (b / edge) * np.log((s + edge) / gap))
    return -K * m / (2 + m * m) * total


def charge(x, y, z, b=half_base, h=height):
    total = 0.0
    for p, q in SIGNS:
        m, edge, r0, rc, f = edge_terms(x, y, z, b, h, p, q)
        s = r0 + rc
        total += p * q * (m / rc - 2 * b * f * s / (r0 * rc * (s * s - edge**2)))
    return 3 * e14 * Lam * m / (2 * np.pi * (2 + m * m)) * total * to_e_nm3


# --- closed forms against direct volume integrals over the pyramid (outside points)
def volume_integral(point, power, b, h, n=48):
    g, w = np.polynomial.legendre.leggauss(n)
    t, wt = (g + 1) / 2, w / 2
    u, v, s = np.meshgrid(g, g, t, indexing='ij')
    weight = w[:, None, None] * w[None, :, None] * wt[None, None, :]
    X = point[0] - b * (1 - s) * u
    Y = point[1] - b * (1 - s) * v
    Z = point[2] - h * s
    R = np.sqrt(X * X + Y * Y + Z * Z)
    return np.sum(weight * b * b * h * (1 - s)**2 * X * Y * Z / R**power)


for pt in [(9.0, 5.0, 8.0), (6.0, 7.0, -6.0), (-12.0, 3.0, 2.0)]:
    for h_test in (5.0, 8.0):
        v_direct = -3 * K * volume_integral(pt, 5, half_base, h_test)
        rho_direct = (-45 * e14 * Lam / (2 * np.pi) * to_e_nm3
                      * volume_integral(pt, 7, half_base, h_test))
        assert np.isclose(potential(*pt, h=h_test), v_direct, rtol=1e-5)
        assert np.isclose(charge(*pt, h=h_test), rho_direct, rtol=1e-4)

# --- Poisson equation inside the dot by finite differences
inside, step = np.array([2.5, 1.5, 2.0]), 0.02
lap = -6 * potential(*inside)
for axis in np.eye(3):
    lap += potential(*(inside + step * axis)) + potential(*(inside - step * axis))
rho_fd = -eps * lap / step**2 * 1e-3 * 1e18 * 1e-27 / sc.e
assert np.isclose(rho_fd, charge(*inside), rtol=2e-3)

# --- symmetry of the closed form at random points
rng = np.random.default_rng(1)
x, y, z = rng.uniform(-12, 12, (3, 200))
v = potential(x, y, z)
assert np.allclose(potential(-y, x, z), -v, atol=1e-9)
assert np.allclose(potential(y, x, z), v, atol=1e-9)
assert np.allclose(potential(-x, y, z), -v, atol=1e-9)

# --- charge lobes next to a slanted edge, and the far field
slope = height / half_base
normal = np.array([slope, slope, 2.0])
normal /= np.linalg.norm(normal)
mid_edge = np.array([half_base / 2, half_base / 2, height / 2])
near = 1e-3 * half_base
lobe = (-3 * np.sqrt(2) * e14 * Lam * slope / (np.pi * (2 + slope**2)) / near * to_e_nm3)
assert np.isclose(charge(*(mid_edge + near * normal)), lobe, rtol=0.01)
assert np.isclose(charge(*(mid_edge - near * normal)), -lobe, rtol=0.01)
far = 40 * half_base * np.ones(3)
volume = 4 * half_base**2 * height / 3
v_far = -3 * K * volume * np.prod(far) / np.linalg.norm(far)**5
assert np.isclose(potential(far[0], far[1], far[2] + height / 4), v_far, rtol=0.01)


# --- independent road: Fourier elasticity, piezoelectric polarization, Poisson equation
def filled_fraction(xc, yc, zc, b, h, turned=False):
    dx, dz = xc[1] - xc[0], zc[1] - zc[0]
    sub = (np.arange(4) + 0.5) / 4 - 0.5
    out = np.zeros((len(xc), len(yc), len(zc)))
    for sx in sub:
        for sy in sub:
            xx, yy = xc[:, None] + sx * dx, yc[None, :] + sy * dx
            if turned:
                reach = np.maximum(abs(xx + yy), abs(xx - yy)) / np.sqrt(2)
            else:
                reach = np.maximum(abs(xx), abs(yy))
            roof = np.maximum(h * (1 - reach / b), 0)[:, :, None]
            low = np.maximum(zc - dz / 2, 0)
            out += np.clip(np.minimum(roof, zc + dz / 2) - low, 0, None) / dz
    return out / len(sub)**2


def christoffel_solution(k, c11, c12, c44):
    k2 = k[0]**2 + k[1]**2 + k[2]**2
    k2 = np.where(k2 == 0, 1.0, k2)
    d = [c44 * k2 + (c11 - c12 - 2 * c44) * ki**2 for ki in k]
    den = 1 + (c12 + c44) * sum(ki**2 / di for ki, di in zip(k, d))
    return [ki / di / den for ki, di in zip(k, d)], k2


def fourier_potential(chi, spacing, c11, c12, c44):
    n = chi.shape[0]
    ka = 2 * np.pi * np.fft.fftfreq(n, spacing)
    kr = 2 * np.pi * np.fft.rfftfreq(n, spacing)
    k = [ka[:, None, None], ka[None, :, None], kr[None, None, :]]
    w, k2 = christoffel_solution(k, c11, c12, c44)
    chik = np.fft.rfftn(chi)
    chik[n // 2], chik[:, n // 2], chik[:, :, n // 2] = 0, 0, 0
    stress = (c11 + 2 * c12) * misfit
    div = 0.0
    for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
        shear = stress * (k[j] * w[l] + k[l] * w[j]) / 2
        div = div + k[i] * 2 * e14 * shear
    return np.fft.irfftn(-1j * div * chik / (eps * k2), s=chi.shape) * 1e-6


C11, C12, C44_iso, C44_cub = 100.0, 50.0, 25.0, 50.0   # GPa
assert np.isclose(C12 / (C11 + C12), poisson)
d3 = np.eye(3)
stiff = (C12 * np.einsum('ij,kl->ijkl', d3, d3)
         + C44_cub * (np.einsum('ik,jl->ijkl', d3, d3) + np.einsum('il,jk->ijkl', d3, d3)))
for i in range(3):
    stiff[i, i, i, i] = C11
kv = np.array([0.3, -1.1, 0.7])
w_full = np.linalg.solve(np.einsum('ijkl,j,l->ik', stiff, kv, kv), kv)
assert np.allclose(w_full, christoffel_solution(kv, C11, C12, C44_cub)[0])

n_cell = 120
spacing = 10 * half_base / n_cell
centres = (np.arange(n_cell) + 0.5 - n_cell / 2) * spacing
chi = filled_fraction(centres, centres, centres, half_base, height)
v_iso = fourier_potential(chi, spacing, C11, C12, C44_iso)
lat = np.where(abs(centres) < half_base)[0]
ver = np.where((centres > -half_base / 2) & (centres < 1.5 * height))[0]
window = np.ix_(lat, lat, ver)
v_closed = potential(centres[lat][:, None, None], centres[lat][None, :, None],
                     centres[ver][None, None, :])
rms_error = np.sqrt(np.mean((v_iso[window] - v_closed)**2) / np.mean(v_closed**2))
# cells of b/12 and periodic images at 10 b limit the agreement to a few percent
assert rms_error < 0.04, rms_error
v_cub = fourier_potential(chi, spacing, C11, C12, C44_cub)
chi_turned = filled_fraction(centres, centres, centres, half_base, height, turned=True)
v_turned = fourier_potential(chi_turned, spacing, C11, C12, C44_cub)
for field in (v_cub, v_turned):
    peak = abs(field).max()
    assert peak > 1.0
    assert abs(np.rot90(field, axes=(0, 1)) + field).max() < 1e-8 * peak
    assert abs(field.transpose(1, 0, 2) - field).max() < 1e-8 * peak
cubic_ratio = abs(v_cub).max() / abs(v_iso).max()

# --- electron levels in the finite pyramid well, sine basis in a hard box
width, z_low, z_high, n_lat, n_ver = 26.0, -6.0, 14.0, 52, 40
xg = (np.arange(n_lat) + 0.5) * width / n_lat - width / 2
zg = z_low + (np.arange(n_ver) + 0.5) * (z_high - z_low) / n_ver
kin = sc.hbar**2 / (2 * mass_rel * sc.m_e) / sc.e * 1e3 * 1e18   # meV nm^2
well = -depth * filled_fraction(xg, xg, zg, half_base, height)
piezo = -potential(xg[:, None, None], xg[None, :, None], zg[None, None, :])


def sine_pairs(count, points):
    j = np.arange(1, count + 1)[:, None]
    s = np.sqrt(2 / points) * np.sin(np.pi * j * (np.arange(points) + 0.5) / points)
    return np.einsum('ax,bx->abx', s, s).reshape(count**2, points)


def operator_matrix(field, nx, nz):
    px, pz = sine_pairs(nx, n_lat), sine_pairs(nz, n_ver)
    t = np.tensordot(px, field @ pz.T, axes=(1, 1))
    t = np.tensordot(px, t, axes=(1, 1)).reshape(nx, nx, nx, nx, nz, nz)
    return t.transpose(0, 2, 4, 1, 3, 5).reshape(nx * nx * nz, -1)


def hamiltonian(nx, nz):
    ex = kin * (np.pi * np.arange(1, nx + 1) / width)**2
    ez = kin * (np.pi * np.arange(1, nz + 1) / (z_high - z_low))**2
    diag = (ex[:, None, None] + ex[None, :, None] + ez[None, None, :]).ravel()
    return operator_matrix(well, nx, nz) + np.diag(diag), operator_matrix(piezo, nx, nz)


def levels(h0, u, scale):
    return eigh(h0 + scale * u, subset_by_index=[0, 3])


h0, u = hamiltonian(12, 10)
e_zero, c_zero = levels(h0, u, 0.0)
e_full, c_full = levels(h0, u, 1.0)
e_minus = levels(h0, u, -1.0)[0]
e_01, e_02 = levels(h0, u, 0.1)[0], levels(h0, u, 0.2)[0]
assert abs(e_zero[2] - e_zero[1]) < 1e-6 and e_zero[2] < 0 and e_full[2] < 0
assert e_zero[3] - e_zero[2] > 1.0
assert np.allclose(e_full, e_minus, atol=1e-6)
s_first = c_zero[:, 0] @ u @ c_zero[:, 0]
assert abs(s_first) < 1e-6
first = np.linalg.eigvalsh(c_zero[:, 1:3].T @ u @ c_zero[:, 1:3])
assert abs(first.sum()) < 1e-6
split_first, split_full = first[1] - first[0], e_full[2] - e_full[1]
s_ratio = (e_02[0] - e_zero[0]) / (e_01[0] - e_zero[0])
dev_ratio = (((e_02[2] - e_02[1]) / 0.2 - split_first)
             / ((e_01[2] - e_01[1]) / 0.1 - split_first))
assert abs(s_ratio - 4) < 0.2 and abs(dev_ratio - 4) < 0.2, (s_ratio, dev_ratio)
xy_field = xg[:, None, None] * xg[None, :, None] * np.ones(n_ver)
xy = operator_matrix(xy_field, 12, 10)
xy_low = c_full[:, 1] @ xy @ c_full[:, 1]
xy_high = c_full[:, 2] @ xy @ c_full[:, 2]
assert xy_low * xy_high < 0
e_small = levels(*hamiltonian(10, 8), 1.0)[0]
split_small = e_small[2] - e_small[1]
assert abs(split_small / split_full - 1) < 0.05

# --- worked numbers
print(f"half base b, height h: {half_base:.1f}, {height:.1f} nm")
print(f"misfit {misfit:.2f}, Poisson ratio {poisson:.4f}, Lambda {Lam:.3f}")
print(f"e14: {e14:.2f} C/m^2; relative permittivity: {eps_rel:.1f}")
print(f"prefactor K: {K:.3f} mV/nm")
tg = np.arange(0, 2 * half_base + 0.01, 0.1)
zz = np.arange(-half_base, 2 * height + 0.01, 0.1)
plane = potential(tg[:, None], tg[:, None], zz[None, :])
for name, idx in (("maximum", plane.argmax()), ("minimum", plane.argmin())):
    i, j = np.unravel_index(idx, plane.shape)
    print(f"V {name} in plane x=y: {plane[i, j]:.2f} mV at x=y={tg[i]:.1f}, z={zz[j]:.1f} nm")
print(f"largest |V| in that plane: {abs(plane).max() / hartree_meV:.3e} hartree/e")
for zp in (-8.0, -4.0, 0.0, 2.0, 4.0, 6.0, 8.0, 12.0):
    print(f"V at x=y=4 nm, z={zp:.0f} nm: {potential(4.0, 4.0, zp):.2f} mV")
print(f"V at x=4, y=-4, z=0 nm: {potential(4.0, -4.0, 0.0):.2f} mV")
for name, sgn in (("outside", 1), ("inside", -1)):
    print(f"charge 0.5 nm {name} edge midpoint (+,+): "
          f"{charge(*(mid_edge + sgn * 0.5 * normal)):.3e} e/nm^3")
print(f"rms difference closed form / Fourier solution: {100 * rms_error:.2f} percent")
print(f"elastic constants C11, C12: {C11:.0f}, {C12:.0f} GPa")
print(f"C44 isotropic, cubic: {C44_iso:.0f}, {C44_cub:.0f} GPa")
print(f"peak |V| ratio cubic/isotropic elasticity: {cubic_ratio:.3f}")
print(f"effective mass {mass_rel:.2f} m_e, well depth {depth:.0f} meV")
print(f"box: width {width:.0f} nm, z from {z_low:.0f} to {z_high:.0f} nm")
print(f"levels without V (s, p, p, next): {np.round(e_zero, 2)} meV")
print(f"levels with V    (s, p, p, next): {np.round(e_full, 2)} meV")
print(f"shift of s level: {e_full[0] - e_zero[0]:.3f} meV")
print(f"p splitting, first order 2|W|: {split_first:.3f} meV")
print(f"p splitting, diagonalization: {split_full:.3f} meV")
print(f"p splitting, diagonalization: {split_full / hartree_meV:.3e} hartree")
print(f"p splitting in smaller basis (10,10,8): {split_small:.3f} meV")
print(f"s shift ratio, V scaled by 0.2 and 0.1: {s_ratio:.3f}")
print(f"ratio of corrections to splitting/scale, same scalings: {dev_ratio:.3f}")
print(f"<xy> of lower, upper p state: {xy_low:.2f}, {xy_high:.2f} nm^2")
print("tests ok")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 177, in <module>
    assert peak > 1.0
           ^^^^^^^^^^
AssertionError
```

Diagnosis: The first program's solution of the elastic equations in Fourier space divided by D_i = C44k² + (C11−C12−2C44)k_i², and for the chosen cubic constants this is exactly zero when k lies along axis i. The 0/0-type result there turned the whole cubic-elasticity potential into NaN, so the check on its peak failed, although the elastic problem itself is regular. The same solution is now written with the three D_i multiplied out, so that its denominator is the determinant of the elastic matrix, which is positive, and the direct linear-solve test now also covers wave vectors along an axis and in a coordinate plane. No tolerance, parameter or existing test is changed.

The change:

```diff
@@ -123,9 +123,11 @@
 
 def christoffel_solution(k, c11, c12, c44):
+    # multiplied-out form: the denominator is the determinant of the elastic matrix
     k2 = k[0]**2 + k[1]**2 + k[2]**2
     k2 = np.where(k2 == 0, 1.0, k2)
     d = [c44 * k2 + (c11 - c12 - 2 * c44) * ki**2 for ki in k]
-    den = 1 + (c12 + c44) * sum(ki**2 / di for ki, di in zip(k, d))
-    return [ki / di / den for ki, di in zip(k, d)], k2
+    minor = [d[1] * d[2], d[2] * d[0], d[0] * d[1]]
+    det = d[0] * minor[0] + (c12 + c44) * sum(ki**2 * mi for ki, mi in zip(k, minor))
+    return [ki * mi / det for ki, mi in zip(k, minor)], k2
 
 
@@ -153,7 +155,7 @@
 for i in range(3):
     stiff[i, i, i, i] = C11
-kv = np.array([0.3, -1.1, 0.7])
-w_full = np.linalg.solve(np.einsum('ijkl,j,l->ik', stiff, kv, kv), kv)
-assert np.allclose(w_full, christoffel_solution(kv, C11, C12, C44_cub)[0])
+for kv in np.array([[0.3, -1.1, 0.7], [0.9, 0.0, 0.0], [0.0, 0.4, -0.8]]):
+    w_full = np.linalg.solve(np.einsum('ijkl,j,l->ik', stiff, kv, kv), kv)
+    assert np.allclose(w_full, christoffel_solution(kv, C11, C12, C44_cub)[0])
 
 n_cell = 120
```

The mended program passes:

```
half base b, height h: 8.0, 8.0 nm
misfit 0.07, Poisson ratio 0.3333, Lambda 0.140
e14: 0.10 C/m^2; relative permittivity: 12.0
prefactor K: 31.456 mV/nm
V maximum in plane x=y: 83.98 mV at x=y=6.8, z=-0.8 nm
V minimum in plane x=y: -75.52 mV at x=y=5.0, z=6.1 nm
largest |V| in that plane: 3.086e-03 hartree/e
V at x=y=4 nm, z=-8 nm: 19.06 mV
V at x=y=4 nm, z=-4 nm: 37.30 mV
V at x=y=4 nm, z=0 nm: 56.22 mV
V at x=y=4 nm, z=2 nm: 49.30 mV
V at x=y=4 nm, z=4 nm: -15.03 mV
V at x=y=4 nm, z=6 nm: -72.19 mV
V at x=y=4 nm, z=8 nm: -64.12 mV
V at x=y=4 nm, z=12 nm: -29.17 mV
V at x=4, y=-4, z=0 nm: -56.22 mV
charge 0.5 nm outside edge midpoint (+,+): -7.916e-02 e/nm^3
charge 0.5 nm inside edge midpoint (+,+): 7.689e-02 e/nm^3
rms difference closed form / Fourier solution: 0.81 percent
elastic constants C11, C12: 100, 50 GPa
C44 isotropic, cubic: 25, 50 GPa
peak |V| ratio cubic/isotropic elasticity: 0.651
effective mass 0.10 m_e, well depth 500 meV
box: width 26 nm, z from -6 to 14 nm
levels without V (s, p, p, next): [-372.48 -292.1  -292.1  -226.06] meV
levels with V    (s, p, p, next): [-374.06 -310.38 -277.17 -247.64] meV
shift of s level: -1.576 meV
p splitting, first order 2|W|: 33.168 meV
p splitting, diagonalization: 33.207 meV
p splitting, diagonalization: 1.220e-03 hartree
p splitting in smaller basis (10,10,8): 32.045 meV
s shift ratio, V scaled by 0.2 and 0.1: 4.002
ratio of corrections to splitting/scale, same scalings: 3.995
<xy> of lower, upper p state: 6.69, -4.31 nm^2
tests ok
```
